# Minimum Heat Leak of a Conduction-Cooled Metal Current Lead

**Q:** I need to bring 10 A from a terminal at 300 K to a superconducting circuit at 4 K. A thick copper wire conducts too much heat and a thin one generates too much. I see that there is a compromise, but surely its quality depends on the metal?

**A:** The best dimensions do. Whether the least heat does must be worked out, and it turns on how the two transport coefficients are related. Let $\rho(T)$ be the resistivity and $\kappa(T)$ the thermal conductivity. I shall assume the Wiedemann-Franz law,

$$\kappa\rho=L_0T,\qquad L_0=\frac{\pi^2}{3}\left(\frac{k_B}{e}\right)^2=2.443\times10^{-8}\ \mathrm{W\,\Omega\,K^{-2}} .$$

**Q:** Before you use it, where does that law come from, and when may I trust it?

**A:** Take degenerate electrons that scatter elastically, so that electrons of each energy $E$ diffuse independently. Their particle flux per unit energy is $j(E)=-(\sigma/e^2)\,\partial f/\partial x$, with $\sigma=1/\rho$ taken as constant over the few $k_BT$ around the Fermi level. The occupation $f$ is a Fermi function of $u=(E-\tilde\mu)/k_BT$, where $\tilde\mu$ is the electrochemical potential. Differentiating at fixed $E$ gives

$$\frac{\partial f}{\partial x}=\left(-\frac{\partial f}{\partial E}\right)\left[\frac{d\tilde\mu}{dx}+\frac{E-\tilde\mu}{T}\frac{dT}{dx}\right].$$

The first term carries charge: $-e\int j\,dE=(\sigma/e)\,d\tilde\mu/dx$, which is Ohm's law. The second term is odd about $\tilde\mu$ and carries no net charge, but it does carry heat:

$$\int(E-\tilde\mu)\,j\,dE=-\frac{\sigma k_B^2T}{e^2}\frac{dT}{dx}\int_{-\infty}^{\infty}u^2\left(-\frac{df}{du}\right)du .$$

For $u>0$, $-df/du=\sum_{n\ge1}(-1)^{n+1}n\,e^{-nu}$. The integrand is even and $\int_0^\infty u^2e^{-nu}du=2/n^3$, so the integral is $4\sum(-1)^{n+1}/n^2=4\pi^2/12=\pi^2/3$. The coefficient of $-dT/dx$ is therefore $\kappa=L_0\sigma T$. Inelastic scattering breaks the argument, and heat carried by the lattice adds to $\kappa$. We must return to both.

**Q:** Granted for now. Set up the lead, and be careful with signs.

**A:** Let $x$ run from the cold end, at $T_c$, to the warm end, at $T_h>T_c$. The cross-section $A(x)$ may vary slowly, with temperature uniform across it. Heat leaves through the ends alone: there is no cooling vapour and no radiation. Thermoelectric heat is left out for now. I count heat flow as positive toward the cold end:

$$Q=\kappa A\frac{dT}{dx}.$$

A slice $dx$ receives $Q(x+dx)$ from the warm side and Joule heat $I^2\rho\,dx/A$, and it passes $Q(x)$ to the cold side. In the steady state these balance, so

$$\frac{dQ}{dx}=-\frac{I^2\rho}{A}.$$

**Q:** That still contains $\rho(T)$ and $A(x)$. I would have to solve it separately for each wire.

**A:** For the temperature profile in position, yes. For the heat, multiply the balance by $Q$, using the definition of $Q$ on the right:

$$Q\frac{dQ}{dx}=-\left(\kappa A\frac{dT}{dx}\right)\frac{I^2\rho}{A}=-I^2(\kappa\rho)\frac{dT}{dx}=-I^2L_0T\frac{dT}{dx}.$$

The area cancels, and the material enters through the product $\kappa\rho$ alone. Both sides are derivatives of squares, so

$$\frac{d}{dx}\left(Q^2+I^2L_0T^2\right)=0 .$$

Equating the two ends gives

$$Q_c^2=Q_h^2+I^2L_0\left(T_h^2-T_c^2\right).$$

**Q:** You have squares. Could $Q_c$ be negative, or could a long lead with a hot spot inside evade the result by sending heat out at the warm end?

**A:** Neither. Since $T_h>T_c$, the gradient is positive somewhere, and so is $Q$. But $Q$ does not increase with $x$, so its value at the cold end is at least as large, and $Q_c>0$. A hot spot may make $Q_h$ negative, but its square still adds. Hence

$$Q_c\ \ge\ Q_{\min}=I\sqrt{L_0\left(T_h^2-T_c^2\right)},$$

with equality when $Q_h=0$. For our temperatures,

$$\frac{Q_{\min}}{I}=\sqrt{2.443\times10^{-8}\,(300^2-4^2)}\ \mathrm{W/A}=46.9\ \mathrm{mW/A}.$$

A lead at 10 A delivers at least 469 mW, and a supply-and-return pair twice that.

The cold temperature hardly matters here: for $T_c\ll T_h$ the bound tends to $I\sqrt{L_0}\,T_h$. In the other limit, a small difference $\Delta T=T_h-T_c$ gives $I\sqrt{2L_0T_c\,\Delta T}$, because $T_h^2-T_c^2=(T_h+T_c)\Delta T$.

**Q:** A lower bound is useful only if a wire can reach it. Does one exist?

**A:** Set $Q_h=0$. At a point of temperature $T$, the conserved quantity then gives $Q=I\sqrt{L_0(T_h^2-T^2)}$. From the definition of $Q$, $dx/A=\kappa\,dT/Q$, so the required geometry is

$$F\equiv I\int\frac{dx}{A}=\int_{T_c}^{T_h}\frac{\kappa\,dT}{\sqrt{L_0(T_h^2-T^2)}} .$$

The denominator vanishes at the warm end. Put $T=T_h\sin\theta$: then $dT=T_h\cos\theta\,d\theta$, the root is $\sqrt{L_0}\,T_h\cos\theta$, and

$$F=\frac{1}{\sqrt{L_0}}\int_{\theta_c}^{\pi/2}\kappa(T_h\sin\theta)\,d\theta,\qquad \sin\theta_c=\frac{T_c}{T_h}.$$

This is finite for finite $\kappa$, so the lead exists. For a uniform wire $F=I\ell/A$, where $\ell$ is the length.

With constant $\rho$, $\kappa=L_0T/\rho$ and the integral gives $F=\sqrt{L_0(T_h^2-T_c^2)}/\rho$. A resistivity of 5 µΩ cm gives $F=9.38\times10^5$ A/m.

**Q:** And for copper, whose resistivity is far from constant?

**A:** I use a residual part plus a Bloch-Grüneisen phonon part:

$$\rho(T)=\rho_0+(\rho_{300}-\rho_0)\frac{G(T)}{G(300\ \mathrm K)},\qquad G(T)=\left(\frac{T}{\Theta}\right)^5\int_0^{\Theta/T}\frac{x^5\,dx}{4\sinh^2(x/2)} .$$

Here $x$ is an integration variable. The inputs are rough copper values: $\rho_{300}=1.7$ µΩ cm, $\rho_0=\rho_{300}/100$ and $\Theta=340$ K. The Wiedemann-Franz law then gives $\kappa=431$ W/(m K) at 300 K and 575 W/(m K) at 4 K. Numerical quadrature gives $F=7.26\times10^6$ A/m. For a length of 500 mm,

$$A=\frac{I\ell}{F}=\frac{10\times0.5}{7.26\times10^6}\ \mathrm{m^2}=0.69\ \mathrm{mm^2},$$

a wire 0.94 mm in diameter. Copper needs almost eight times the $I\ell/A$ of the constant-resistivity metal, yet both have the same minimum heat.

**Q:** My current will not stay at 10 A. What do I pay away from the optimum?

**A:** The voltage tells you. Measure its magnitude $\varphi$ from the cold end, so $d\varphi=I\rho\,dx/A$, and let $q=Q/I$. The heat balance becomes $dq=-d\varphi$, hence $q=q_c-\varphi$. Insert this in the conservation law, $q^2+L_0T^2=q_c^2+L_0T_c^2$:

$$L_0(T^2-T_c^2)=q_c^2-(q_c-\varphi)^2=2q_c\varphi-\varphi^2 .$$

At the warm end $T=T_h$ and $\varphi=V$, the whole voltage. Writing $q_0=Q_{\min}/I$ and solving for $q_c$,

$$q_c=\frac V2+\frac{q_0^2}{2V}=q_0+\frac{(V-q_0)^2}{2V}.$$

The first term is half the Joule heat per ampere. Since the flow at the warm end is $q_h=q_c-V$, the second term is the mean of the flows at the two ends, $(q_c+q_h)/2$, and it falls as the voltage rises. The best voltage is $V=q_0=46.9$ mV. Then $Q_c=IV$: the cold end receives an amount equal to all the Joule heat, and nothing crosses the warm end.

To find $V$ at another current I solved the heat balance in position by finite volumes, with 800 intervals and the copper wire held fixed. At 5 A, $V=16.3$ mV, so

$$q_c=\frac{16.3}{2}+\frac{46.9^2}{2\times16.3}\approx75.6\ \mathrm{mW/A}.$$

That is 378 mW in all, of which 296 mW enters at the warm end.

**Q:** Half the current, yet the heat has dropped by only a fifth. What remains if I switch the current off?

**A:** For this wire in the ideal-law model, 362 mW, or 77% of the design value. (The ideal law overstates copper's $\kappa$ at intermediate temperatures; a real wire of this size would conduct nearer 270 mW.) With no current, $Q$ is uniform and equals $(A/\ell)\int\kappa\,dT$. Substituting $\ell/A=F/I$ gives

$$\frac{Q_{\mathrm{idle}}}{I}=\frac{\int\kappa\,dT}{\int\kappa\,dT/q(T)},\qquad q(T)=\sqrt{L_0(T_h^2-T^2)},$$

where $I$ is the design current and the integrals run from $T_c$ to $T_h$. This is a harmonic mean of $q(T)$, weighted by $\kappa$. For constant $\rho$, $\int\kappa\,dT=q_0^2/(2\rho)$ and $F=q_0/\rho$, so the idle heat is half the design heat.

In copper $\rho$ rises with temperature, so $\kappa=L_0T/\rho$ puts relatively more weight on low temperatures, where $q(T)$ is larger. The mean is therefore higher. If the circuit idles for long periods, a thinner lead may give less average heat, provided that it can carry the peak current.

**Q:** Then I will make it thinner, or run it a little above its rating. What sets the limit?

**A:** First look at 11 A in the same wire. The numerical solution gives $V=65.4$ mV and $q_c=49.5$ mW/A. That is only 6% above the minimum per ampere, but 175 mW now flows out at the warm end, so there is a hot spot inside. At its peak $Q=0$, and the conservation law gives

$$T_m=\sqrt{T_c^2+\frac{q_c^2}{L_0}}=317\ \mathrm K .$$

For a given peak, add the geometry needed on its two sides:

$$F(T_m)=\int_{T_c}^{T_m}\frac{\kappa\,dT}{\sqrt{L_0(T_m^2-T^2)}}+\int_{T_h}^{T_m}\frac{\kappa\,dT}{\sqrt{L_0(T_m^2-T^2)}} .$$

In a fixed wire $F=I\ell/A$ is proportional to current. I searched numerically for the largest $F(T_m)$ with peaks between 301 and 695 K. It lies near $T_m=495$ K and corresponds to 1.165 times the design current, or 11.65 A. Above that current this copper model has no steady profile with a peak in the range searched. A lead starting from a cooler profile then heats out of that range: this is thermal runaway. The figure assumes that no heat leaves the surface. If the hot spot radiates to walls at 300 K, a steady state survives at 12 A for emissivity 0.05, with a peak near 544 K, and at 13 A for emissivity 0.8, with a peak near 413 K.

The heat per ampere is thus a poor early warning of danger: it is 6% above the minimum at 11 A and 23% above at 11.5 A, whereas the voltage at 11 A is already about 40% above its design value. With constant resistivity there is no such limit, since $V=I\rho\ell/A$ and the parabola for $T^2$ gives a steady state at any current. A limit needs a resistivity that rises at least about linearly at high temperature: with $\rho\propto T^{1/2}$, $F(T_m)$ still grows without bound. With $\rho\propto T$, so that $\kappa$ is constant, $F(T_m)$ tends to $\pi\kappa/\sqrt{L_0}$, about twice the design value. Copper's margin is much narrower because its large $\kappa$ at low temperature raises the design $F$, while $F$ for a very hot peak is set by the high-temperature $\kappa$.

**Q:** Now return to the law you asked me to grant. Real copper does not obey it at all temperatures.

**A:** Replace $L_0$ by a Lorenz ratio $L(T)=\kappa\rho/T$, using the total thermal conductivity. The same multiplication gives $q\,dq=-L(T)T\,dT$, and with no heat at the warm end

$$q_{\min}^2=2\int_{T_c}^{T_h}L(T)\,T\,dT .$$

A smaller $L$ lowers the minimum; lattice conduction raises $L$ and the minimum with it. For pure copper, inelastic scattering lowers $L$ at intermediate temperatures. As a rough model take

$$\frac{L(T)}{L_0}=1-0.5\exp\left[-\ln^2\left(\frac{T}{40\ \mathrm K}\right)\right],$$

which is 0.50 at 40 K, 0.78 at 100 K and 0.99 at 300 K. Quadrature gives 45.0 mW/A, 4% below the ideal law. Fits to measured copper of similar purity keep $L$ somewhat below $L_0$ up to 300 K and give about 43.5 mW/A, some 7% below. The change is modest because the factor $T$ gives the cold region little weight. The dimensions are more sensitive: with the same current, area and resistivity, minimizing the finite-volume result over length gives 403 mm instead of 500 mm. A lead cut to the ideal length would be much too long: in this model the 500 mm wire at 10 A has a hot spot near 384 K, delivers 584 mW, and runs away near 11 A; with fits to measured copper the hot spot is near 430 K, the heat about 640 mW, and the limit only about 10.1 A. Size a real lead from measured $\kappa$ and $\rho$, not from the ideal law.

**Q:** What about the heat you excluded at the start?

**A:** Radiation can be the largest correction. Suppose that the whole wire faces walls at 300 K and absorbs a net power $\varepsilon\sigma_{\mathrm{SB}}[(300\ \mathrm K)^4-T^4]$ per unit surface, where $\varepsilon$ is its emissivity and $\sigma_{\mathrm{SB}}$ the Stefan-Boltzmann constant. Adding this source to the numerical solution at 10 A raises the cold-end heat by 23 mW for bright metal with $\varepsilon=0.05$, or 5%. For enamel with $\varepsilon=0.8$ it adds 312 mW, or 66%. Both emissivities are rough inputs. The share depends strongly on length: a 100 mm enamelled lead with the same $I\ell/A$ gains only about 33 mW, while changing the area of the 500 mm wire lowers its total only from about 780 to 770 mW. A long enamelled lead needs cold shielding if the simple estimate is to hold.

Thermoelectric heat is smaller. Model the thermopower as $S=sT$, with a rough 1.8 µV/K at 300 K, so $s=6\times10^{-9}$ V/K². The Thomson coefficient is $T\,dS/dT=sT$, and the balance becomes

$$q\frac{dq}{dT}=-L_0T\pm sTq ,$$

the sign depending on the current direction. Integrate with $q=0$ at the warm end. In the small term use the unperturbed relation $T\,dT=-q\,dq/L_0$, which gives $\int_{T_c}^{T_h}Tq\,dT=q_0^3/(3L_0)$. Thus

$$q_c^2\simeq q_0^2\mp\frac{2s\,q_0^3}{3L_0},\qquad q_c\simeq q_0\mp\frac{s\,q_0^2}{3L_0}.$$

The shift is 0.18 mW/A and, to this order, cancels between the two leads of a matched pair. A cold joint of 10 µΩ, also a rough value, adds $IR=0.10$ mW/A at 10 A.

**Q:** So how does this compare with a real cryostat? Nearly a watt for one pair sounds like too much.

**A:** It is a serious load: small mechanical coolers lift very roughly 0.1 to 2 W near 4 K. The copper inputs are ordinary for good annealed wire, though the residual resistivity varies widely with purity and cold work. That changes the required $I\ell/A$, but not the minimum under the ideal law. It also changes the runaway margin of the optimized lead. In the same model the limit falls from 1.165 times the design current at $\rho_{300}/\rho_0=100$ to 1.06 at 300 and 1.02 at 1000. At those higher purities a second, hot steady state exists even at the design current, and a disturbance that passes it leads to runaway. Of the departures sized here, the model Lorenz dip moves the minimum by about 4% but the best length by about 20%, while unshielded enamel adds 66% to the heat of this wire.

You can also break another assumption on purpose, by removing heat at an intermediate temperature. With an intercept at 50 K, optimize the two sections separately:

$$300\to50\ \mathrm K:\quad \sqrt{L_0(300^2-50^2)}=46.2\ \mathrm{mW/A},$$

$$50\to4\ \mathrm K:\quad \sqrt{L_0(50^2-4^2)}=7.8\ \mathrm{mW/A}.$$

The optimized lower section draws no heat from the intercept, so the first number is the intercept's load and the second is what reaches 4 K. Under the ideal law the load at 4 K falls by a factor of six, provided that the 50 K stage can take 462 mW per lead at 10 A. The lower section lies inside the Lorenz dip, so the correction is larger here: the rough model above gives 5.9 mW/A in place of 7.8, and fits to measured copper give about 6.3. This section also has little margin, because $\kappa$ falls steeply above its cold peak. In the ideal-law copper model its steady states end at 1.15 times the design current (1.11 with measured fits), and at the design current a second, hot state peaks near 80 K. Leave it thicker or shorter than the optimum.

**Q:** Could a superconductor replace the lower section and beat even 7.8 mW/A?

**A:** It can, if it stays superconducting up to the intercept temperature at the operating current and field. With $\rho=0$ and $\kappa$ finite, $\kappa\rho=L_0T$ fails, and the bound with it. There is no Joule heat, and the cold end receives the conducted heat $(A/\ell)\int\kappa\,dT$, which a longer or thinner section reduces. The limits are then the critical current and protection if superconductivity is lost. The normal section above it still obeys the bound, so its heat has been moved to the 50 K stage, not removed.

All numerical values are calculated from the stated model.
